\section*{Ranking CASSCF, CASPT2 and NEVPT2 for the methylene singlet–triplet gap}

\section*{Question}

I want the singlet--triplet gap of methylene,
\[
\Delta E=E({}^1A_1)-E({}^3B_1),
\]
in a small polarized double-zeta basis. My plan is to run full-valence CASSCF, add CASPT2 with an IPEA shift of 0 and of 0.25 hartree, add NEVPT2, and rank the four gaps against frozen-core full CI.

I am stuck in two places. I do not see which equations are solved when all six valence electrons are active, or where the IPEA shift enters them. I also do not know how to read the ranking: must a method that recovers more correlation energy give a better gap?

\section*{Answer}

No. The gap error is a difference of two state errors, so balance between the states matters as well as the amount of correlation recovered.

\subsection*{What is held fixed}

I use spherical 6-31G(d), which has polarization functions on carbon but none on hydrogen. The chosen geometries are $1.08$ \AA{} and $133^\circ$ for the triplet, $1.11$ \AA{} and $102^\circ$ for the singlet. Zero-point energy is omitted. For each state, every method uses the carbon 1s core from that state's CASSCF calculation. Full CI then solves the same frozen-core Hamiltonian exactly in this basis. It is the right reference for the ranking, but it is not experiment.

Six electrons occupy six active orbitals $t,u,v,w$. The other eleven correlated orbitals $a,b$ are virtual, and no inactive orbital is correlated. With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and real orbitals,
\begin{equation}
H=E_{\rm c}+\sum_{pq}h_{pq}E_{pq}
+\tfrac12\sum_{pqrs}(pq|rs)\,(E_{pq}E_{rs}-\delta_{qr}E_{ps}).
\end{equation}
Here $h$ includes the field of the frozen core, and $E_{\rm c}$ contains the core and nuclear energies. The CASSCF state is $|0\rangle$, with density $D_{tu}=\langle0|E_{tu}|0\rangle$.

\subsection*{What the Hamiltonian creates}

The two-electron bracket is
\[
e_{pq,rs}=\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}
a_{s\tau}a_{q\sigma}.
\]
Both annihilators must be active, because $|0\rangle$ has no virtual electrons. If one creator is virtual, it can be $p$ or $r$. The two terms are equal, since $e_{pq,rs}=e_{rs,pq}$ and $(pq|rs)=(rs|pq)$, and they cancel the factor $1/2$:
\begin{align}
H_1|0\rangle
&=\Big[\sum_{at}h_{at}E_{at}
+\sum_{atuv}(at|uv)(E_{at}E_{uv}-\delta_{tu}E_{av})\Big]|0\rangle\nonumber\\
&=\Big[\sum_{at}\Big(h_{at}-\sum_u(au|ut)\Big)E_{at}
+\sum_{atuv}(at|uv)E_{at}E_{uv}\Big]|0\rangle .
\end{align}
The second line renames $v$ as $t$ in the delta term. With two virtual creators the delta vanishes, because $t$ is active and $b$ virtual:
\begin{equation}
H_2|0\rangle=\tfrac12\sum_{abtu}(at|bu)E_{at}E_{bu}|0\rangle .
\end{equation}
The one-electron functions $E_{at}|0\rangle$ need no separate place, since $\sum_uE_{at}E_{uu}|0\rangle=6E_{at}|0\rangle$.

Next, move the virtual creators to the left:
\begin{align}
E_{at}E_{uv}|0\rangle&=\sum_\sigma a^\dagger_{a\sigma}
\big(a_{t\sigma}E_{uv}|0\rangle\big),\\
E_{at}E_{bu}|0\rangle
&=-\sum_{\sigma\tau}a^\dagger_{a\sigma}a^\dagger_{b\tau}a_{t\sigma}a_{u\tau}|0\rangle
=\sum_{\sigma\tau}a^\dagger_{a\sigma}a^\dagger_{b\tau}
\big(a_{u\tau}a_{t\sigma}|0\rangle\big).
\end{align}
The first minus sign comes from exchanging $a_{t\sigma}$ with $a^\dagger_{b\tau}$, the second from exchanging the two annihilators. All overlaps now reduce to overlaps of active states with five or four electrons. For example,
\[
\langle0|E_{vu}E_{ta}E_{bt'}E_{u'v'}|0\rangle
=\delta_{ab}\sum_\sigma
\langle0|E_{vu}a^\dagger_{t\sigma}a_{t'\sigma}E_{u'v'}|0\rangle .
\]

\subsection*{CASPT2 without a shift}

CASPT2 takes its zeroth-order energies from the generalized Fock operator $F=\sum_{pq}f_{pq}E_{pq}$, with
\begin{equation}
f_{pq}=h_{pq}+\sum_{tu}D_{tu}\big[(pq|tu)-\tfrac12(pu|tq)\big].
\end{equation}
I diagonalize its active and virtual blocks separately. This leaves the CASSCF state unchanged, but the elements $f_{at}$ generally remain.

On a one-virtual function the diagonal part of $F$ gives $f_{aa}+\sum_tf_{tt}E_{tt}$, the sum acting on the five-electron active state. With two virtual electrons, $f_{aa}$ becomes $f_{aa}+f_{bb}$. The remaining elements connect the two classes. For an active state $\chi_\sigma$,
\begin{equation}
\sum_{bw\tau}f_{bw}a^\dagger_{b\tau}a_{w\tau}a^\dagger_{a\sigma}|\chi_\sigma\rangle
=\sum_{bw\tau}f_{bw}a^\dagger_{a\sigma}a^\dagger_{b\tau}a_{w\tau}|\chi_\sigma\rangle ,
\end{equation}
where two exchanges give two minus signs. The Hermitian conjugate supplies the reverse coupling. The zeroth-order Hamiltonian is $H_0=P_0FP_0+P_KFP_K+P_{SD}FP_{SD}+P_XFP_X$. Here $P_0$ projects on $|0\rangle$, $P_K$ on the rest of the active space, $P_{SD}$ on the span of the functions $E_{at}E_{uv}|0\rangle$ and $E_{at}E_{bu}|0\rangle$, and $P_X$ on everything else. These projectors remove the parts of $F$ that lead back to the active space or on to three virtual electrons. They also remove the parts that keep one or two virtual electrons but fall outside the contracted span, such as $E_{at}E_{uv}E_{ww}|0\rangle$. That span is incomplete: per virtual orbital, the retained one-virtual functions cover 189 of the 210 spin-allowed five-electron active states for the singlet and 205 of 294 for the triplet. Since $|0\rangle$ is an eigenvector of $H$ within the active space, $H|0\rangle$ has components only along $|0\rangle$ and in $P_{SD}$. The first-order equation is therefore $P_{SD}(F-E_0)P_{SD}|1\rangle=-P_{SD}H|0\rangle$ with $E_0=\langle0|F|0\rangle$, and $E_2=\langle0|H|1\rangle$. Its matrix form follows.

Let $v_\mu$ be the nonvanishing excitation functions, scaled to unit norm, and define
\[
S_{\mu\nu}=\langle v_\mu|v_\nu\rangle,\qquad
B_{\mu\nu}=\langle v_\mu|F|v_\nu\rangle,\qquad
b_\mu=\langle v_\mu|H|0\rangle .
\]
These functions are nearly or fully linearly dependent. From $SU=Us$ I keep eigenvalues above $10^{-8}$ and set $X=Us^{-1/2}$, so that $X^TSX=1$. Then
\begin{equation}
A=X^TBX-E_0\mathbf 1,\quad E_0=\sum_tf_{tt}D_{tt},\quad
V=X^Tb,\quad Ac=-V,\quad E_2=V^Tc.
\end{equation}
The same $E_2$ follows from the function
\begin{equation}
J(c)=c^TAc+2V^Tc .
\end{equation}
Its derivative $2Ac+2V$ vanishes at the solution, where $c^TAc=-V^Tc$ and therefore $J=V^Tc=E_2$. If $A$ is positive definite, this point is the minimum. With an intruder state that makes $A$ indefinite, the minimum argument fails.

\subsection*{Where IPEA enters}

Suppose an active orbital has ionization energy $I$ and electron affinity $G$. A simple interpolation for its Fock energy is
\[
f_{tt}\approx-\tfrac12\big[D_{tt}I+(2-D_{tt})G\big].
\]
It gives $-I$ for a full orbital and $-G$ for an empty one. Removing an electron should involve $-I$, and adding one should involve $-G$. The differences are
\begin{align}
-I-f_{tt}&=-\tfrac12(2-D_{tt})(I-G),\\
-G-f_{tt}&=\tfrac12D_{tt}(I-G).
\end{align}
Removal subtracts the orbital energy, so the first correction raises the excitation energy. The second raises it directly. IPEA replaces $I-G$ by one parameter $\varepsilon$:
\begin{align}
\sigma(E_{at}E_{uv})&=\tfrac{\varepsilon}{2}
\big[(2-D_{tt})+(2-D_{vv})+D_{uu}\big],\\
\sigma(E_{at}E_{bu})&=\tfrac{\varepsilon}{2}
\big[(2-D_{tt})+(2-D_{uu})\big].
\end{align}
For two virtual orbitals I use the combinations $E_{at}E_{bu}\pm E_{au}E_{bt}$, which share one $\sigma$. The shift is added to the diagonal before orthogonalization,
\begin{equation}
A_\varepsilon=X^T\big[B+\mathrm{diag}(\sigma)\big]X-E_0\mathbf 1 .
\end{equation}
The first formula is applied even when $u=v$, as part of this convention.

Two limits show what the shift does to a two-virtual excitation. Removing both electrons from full orbitals gives $\sigma=0$. Removing them from two singly occupied orbitals gives $\sigma=\varepsilon$.

Since $0\le D_{tt}\le2$, every $\sigma$ is nonnegative. In a fixed retained space $J_\varepsilon(c)\ge J_0(c)$ for every $c$, so the shift cannot lower the minimum $E_2$.

The threshold belongs to the definition. If $\sum_\mu n_\mu v_\mu=0$, the coefficients $n$ describe the zero vector, yet $\sum_\mu\sigma_\mu n_\mu^2$ can be positive. The shift therefore depends on how redundant functions are removed. It also depends on the active orbitals used, because a rotation among them changes both the diagonal elements $D_{tt}$ and the individual functions $v_\mu$; here they are the orbitals that diagonalize the active block of $f$.

\subsection*{NEVPT2}

Strongly contracted NEVPT2 uses one function per virtual orbital and one per virtual pair. Define $\eta_a^\sigma$ by $H_1|0\rangle=\sum_{a\sigma}a^\dagger_{a\sigma}|\eta_a^\sigma\rangle$, and
\[
|\zeta_{ab}^{\sigma\tau}\rangle=\sum_{tu}(at|bu)\,a_{u\tau}a_{t\sigma}|0\rangle .
\]
Their squared norms are $N_a=\sum_\sigma\|\eta_a^\sigma\|^2$ and $N_{ab}=\sum_{\sigma\tau}\|\zeta_{ab}^{\sigma\tau}\|^2$. The Dyall Hamiltonian keeps the full interaction among active electrons, $H_{\rm act}$, and gives virtual electrons the energies $f_{aa}$. The excitation energies are
\begin{align}
\Delta_a&=f_{aa}+\langle H_{\rm act}\rangle_a-E_{\rm act},\\
\Delta_{ab}&=f_{aa}+f_{bb}+\langle H_{\rm act}\rangle_{ab}-E_{\rm act},
\end{align}
where the averages are taken in the normalized states $\eta_a$ and $\zeta_{ab}$, and $E_{\rm act}$ is the active energy of $|0\rangle$.

A function $|W\rangle$ that is itself a component of $H|0\rangle$ has $\langle W|H|0\rangle=\langle W|W\rangle=N$. Its contribution is thus $-N^2/(N\Delta)=-N/\Delta$, and
\begin{equation}
E_2^{\rm NEV}=-\sum_a\frac{N_a}{\Delta_a}
-\frac12\sum_{ab}\frac{N_{ab}}{\Delta_{ab}} .
\end{equation}
The half removes double counting for $a\ne b$. For $a=b$, the two spin orderings describe one pair state, with squared norm $N_{aa}/2$.

\subsection*{The gaps}

For full CI,
\[
\Delta E=-38.997670-(-39.022043)=0.024373\ \text{hartree},
\]
which is $64.0$ kJ/mol, or $0.663$ eV. This value is not converged in the basis: adding p functions on hydrogen, 6-31G(d,p), already lowers the frozen-core CCSD(T) gap by about $3.7$ kJ/mol, from $65.4$ to $61.8$. The table gives errors relative to full CI, in kJ/mol.

\begin{center}
\begin{tabular}{lrrrr}
\hline
Method & Gap & Gap error & Singlet & Triplet\\
\hline
NEVPT2 & 66.8 & $+2.8$ & 40.0 & 37.2\\
CASSCF & 59.9 & $-4.1$ & 171.4 & 175.6\\
CASPT2, $\varepsilon=0.25$ & 69.1 & $+5.1$ & 30.4 & 25.3\\
CASPT2, $\varepsilon=0$ & 74.3 & $+10.3$ & 28.9 & 18.6\\
\hline
\end{tabular}
\end{center}

The rows are in order of absolute gap error. CASSCF comes second although both of its total energies are more than 170 kJ/mol too high: the errors nearly cancel. Its lead over shifted CASPT2 is only about 1 kJ/mol, with errors of opposite sign, so I would not attach general meaning to that part of the order.

To see the balance, let $C_S=0.065299$ and $C_T=0.066865$ hartree be the amounts by which full CI lies below CASSCF. If a method recovers fractions $r_S$ and $r_T$ of them, its gap error is
\begin{equation}
\delta=(1-r_S)C_S-(1-r_T)C_T .
\end{equation}
For equal fractions $r$, $\delta=(1-r)(C_S-C_T)$. This runs from the CASSCF error of $-4.1$ kJ/mol at $r=0$ to zero at $r=1$. The positive errors of the perturbative methods therefore mean that they recover a larger fraction for the triplet.

Unshifted CASPT2 recovers $83.2\%$ for the singlet and $89.4\%$ for the triplet. NEVPT2 recovers less, $76.7\%$ and $78.8\%$, but more evenly. Its error is
\[
\delta\approx0.2332(0.065299)-0.2120(0.066865)
\approx0.00105\ \text{hartree},
\]
or $2.8$ kJ/mol. This answers your last question: here the perturbative method that recovers the least correlation gives the best gap.

\subsection*{What the shift changed}

IPEA raises the triplet by $6.7$ kJ/mol and the singlet by $1.5$ kJ/mol. The gap falls by the difference, $5.2$ kJ/mol, which halves the CASPT2 error. Both total energies move further from full CI, so the better gap comes from better balance.

The mean denominator, $-E_2/(c^Tc)=c^TAc/(c^Tc)$, rises from $2.85$ to $3.01$ hartree for the triplet, but only from $3.09$ to $3.14$ for the singlet. The occupations suggest why. The triplet has two orbitals with $D\approx1.00$, and removing an electron from either adds $0.125$ hartree. The corresponding singlet orbitals have $D=1.917$ and $0.087$. Removal from the first adds only $0.125(2-1.917)\approx0.010$ hartree. Removal from the second adds more, about $0.24$ hartree, but that orbital is nearly empty. This count leaves out the addition term $\tfrac{\varepsilon}{2}D_{uu}$ of the one-virtual class, which for the first of these orbitals is larger in the singlet (about $0.24$ hartree) than in the triplet ($0.125$ hartree). Switching the terms on separately shows how much each matters. Removal from these two orbitals alone raises the triplet by $3.5$ kJ/mol and the singlet by $0.5$, about $3.0$ of the $5.2$ kJ/mol. All removal terms together give $5.3$ and $1.2$. The addition terms alone give $1.4$ and $0.5$, so they too raise the triplet more. The pieces are not strictly additive, but removal from the open-shell orbitals is the largest single part of the effect, not all of it.

\subsection*{How far to trust the order}

Changing the dependence threshold from $10^{-8}$ to $10^{-6}$ moves the shifted CASPT2 gap error from $5.09$ to $4.98$ kJ/mol. Going to $10^{-10}$ changes no printed digit, and the ranking is the same at all three values. As a test of the equations, CASPT2 was compared with a literal construction of every excitation in a five-orbital model, with and without the shift; the largest difference was $2.6\times10^{-14}$ hartree. The two NEVPT2 classes agree with a separate density-matrix evaluation to $1.4\times10^{-8}$ hartree. The numerical output lists these values.

These checks support the equations and the ranking for this basis, active space and pair of geometries. They do not establish an order for other molecules or other basis sets, nor a best value of $\varepsilon$. In 6-31G(d,p), measured against a full CI gap estimated from the CCSD(T) basis shift, the errors are roughly $-0.7$ (CASSCF), $+4.3$ (NEVPT2), $+6.0$ ($\varepsilon=0.25$) and $+11.5$ ($\varepsilon=0$) kJ/mol. The first two rows change places, while the order of the three perturbative methods stays. For your own calculation, report the two state errors next to each gap error, since the gap alone hides the cancellation seen in the CASSCF row.

\section*{Computed values}
\begin{verbatim}
Basis 6-31G(d), spherical; active space 6 electrons in 6 orbitals
Correlated orbitals in full CI: 17
Conversion: 1 hartree = 2625.4996 kJ/mol
Main CASPT2 dependence threshold: 1e-08
triplet: bond 1.08 angstrom, angle 133.0 degrees
  active occupations: 1.9753 1.9771 1.0044 1.0000 0.0256 0.0176
  CASSCF energy: -38.955178 hartree
  CASPT2 IPEA 0 energy: -39.014965 hartree
  CASPT2 IPEA 0.25 energy: -39.012416 hartree
  SC-NEVPT2 energy: -39.007871 hartree
  Full CI energy: -39.022043 hartree
  full CI minus CASSCF: -0.066865 hartree
  CASPT2 IPEA 0 E2: -0.059787 hartree; recovered 89.41 percent
  CASPT2 IPEA 0.25 E2: -0.057238 hartree; recovered 85.60 percent
  SC-NEVPT2 E2: -0.052692 hartree; recovered 78.80 percent
  mean denominator, IPEA 0.00: 2.8458 hartree
  mean denominator, IPEA 0.25: 3.0073 hartree
  energy rise from IPEA: 6.691 kJ/mol
singlet: bond 1.11 angstrom, angle 102.0 degrees
  active occupations: 1.9752 1.9772 1.9172 0.0870 0.0223 0.0211
  CASSCF energy: -38.932371 hartree
  CASPT2 IPEA 0 energy: -38.986673 hartree
  CASPT2 IPEA 0.25 energy: -38.986107 hartree
  SC-NEVPT2 energy: -38.982440 hartree
  Full CI energy: -38.997670 hartree
  full CI minus CASSCF: -0.065299 hartree
  CASPT2 IPEA 0 E2: -0.054302 hartree; recovered 83.16 percent
  CASPT2 IPEA 0.25 E2: -0.053735 hartree; recovered 82.29 percent
  SC-NEVPT2 E2: -0.050069 hartree; recovered 76.68 percent
  mean denominator, IPEA 0.00: 3.0915 hartree
  mean denominator, IPEA 0.25: 3.1358 hartree
  energy rise from IPEA: 1.488 kJ/mol
Full CI gap: 63.991 kJ/mol = 0.6632 eV
Rank 1: SC-NEVPT2, gap 66.767 kJ/mol, error +2.776 kJ/mol
Rank 2: CASSCF, gap 59.879 kJ/mol, error -4.111 kJ/mol
Rank 3: CASPT2 IPEA 0.25, gap 69.076 kJ/mol, error +5.085 kJ/mol
Rank 4: CASPT2 IPEA 0, gap 74.279 kJ/mol, error +10.289 kJ/mol
CASSCF state errors: singlet 171.442, triplet 175.553 kJ/mol
CASPT2 IPEA 0 state errors: singlet 28.871, triplet 18.583 kJ/mol
CASPT2 IPEA 0.25 state errors: singlet 30.359, triplet 25.274 kJ/mol
SC-NEVPT2 state errors: singlet 39.985, triplet 37.209 kJ/mol
Threshold 1e-06, IPEA 0.00: E2 singlet -0.054301, triplet -0.059785 hartree; gap error +10.288 kJ/mol
Threshold 1e-06, IPEA 0.25: E2 singlet -0.053711, triplet -0.057174 hartree; gap error +4.980 kJ/mol
Ranking at threshold 1e-06: SC-NEVPT2 < CASSCF < CASPT2 IPEA 0.25 < CASPT2 IPEA 0
Threshold 1e-08, IPEA 0.00: E2 singlet -0.054302, triplet -0.059787 hartree; gap error +10.289 kJ/mol
Threshold 1e-08, IPEA 0.25: E2 singlet -0.053735, triplet -0.057238 hartree; gap error +5.085 kJ/mol
Ranking at threshold 1e-08: SC-NEVPT2 < CASSCF < CASPT2 IPEA 0.25 < CASPT2 IPEA 0
Threshold 1e-10, IPEA 0.00: E2 singlet -0.054302, triplet -0.059787 hartree; gap error +10.289 kJ/mol
Threshold 1e-10, IPEA 0.25: E2 singlet -0.053735, triplet -0.057238 hartree; gap error +5.085 kJ/mol
Ranking at threshold 1e-10: SC-NEVPT2 < CASSCF < CASPT2 IPEA 0.25 < CASPT2 IPEA 0
Largest CASPT2 model-test difference: 2.6e-14 hartree
Largest NEVPT2 class difference: 1.4e-08 hartree
\end{verbatim}
